# Charge Loss from a Flat Trap Band: Gumbel Edge and Euler Shift

## One trap depth

Start with electrons held in identical traps, all at depth \(E\) below the conduction band. Every trap is filled at \(t=0\). An electron leaves by thermal emission at a rate

\[
e(E)=\nu\,e^{-E/kT},
\]

where \(\nu\) is the emission prefactor, \(k\) Boltzmann's constant and \(T\) the fixed temperature. Suppose that emitted electrons are swept away and never recaptured, and that no other process empties the traps. The mean occupancy \(f\) then obeys

\[
\frac{df}{dt}=-e(E)\,f,\qquad f(0)=1,
\]

so that

\[
f=e^{-x},\qquad x=\nu t\,e^{-E/kT}.
\]

The number \(x\) is the emission rate times the elapsed time. For one depth this is ordinary exponential decay, and Euler's constant does not appear.

Now fix the time and read the same formula as a function of depth. The depth at which \(x=1\) is

\[
E_d=kT\ln(\nu t).
\]

This is the demarcation energy. Since \(\nu t=e^{E_d/kT}\), we have \(x=e^{-(E-E_d)/kT}\), and therefore

\[
f(E,t)=\exp\!\left[-e^{-z}\right],\qquad z=\frac{E-E_d}{kT}.
\tag{1}
\]

This is the cumulative Gumbel function with location \(E_d\) and scale \(kT\). As time passes it moves to greater depth without changing shape, because \(t\) enters through \(E_d\) alone.

**Test on limits.** Far below the demarcation level, \(z\gg1\) and \(f\approx1-e^{-z}\): the traps are nearly full, with an exponentially small loss. For shallow traps, \(z\ll-1\), the occupancy is the exponential of a large negative number and vanishes much faster. The edge is therefore lopsided:

- at \(z=-2\), \(f=0.0006\);
- at \(z=-1\), \(f=0.066\);
- at \(z=0\), \(f=e^{-1}=0.368\);
- at \(z=1\), \(f=0.692\);
- at \(z=2\), \(f=0.873\).

The half-filled level follows from \(e^{-z}=\ln2\), or \(z=-\ln\ln2=0.367\). For the width, \(f=0.9\) requires \(e^{-z}=\ln(10/9)\) and \(f=0.1\) requires \(e^{-z}=\ln10\). Subtracting the two values of \(z\) gives

\[
\Delta E_{10-90}=kT\ln\frac{\ln10}{\ln(10/9)}=3.08\,kT .
\]

## A flat band, first by areas

Let the traps have a constant density \(g\) per unit energy. The sharp-edge picture declares every trap shallower than \(E_d\) empty and every deeper one full. It makes two errors. It misses electrons already lost from traps deeper than \(E_d\), and it misses electrons still held in traps shallower than \(E_d\).

If the band extends many \(kT\) to either side, both areas can be taken to infinity. With \(u=e^{-z}\), \(dE=kT\,dz=-kT\,du/u\), they are

\[
\int_{E_d}^{\infty}(1-f)\,dE=kT\int_0^1\frac{1-e^{-u}}{u}\,du,
\]

\[
\int_{-\infty}^{E_d}f\,dE=kT\int_1^\infty\frac{e^{-u}}{u}\,du .
\]

The minus sign from \(dE\) was absorbed by reversing the limits. The net overestimate of the charge by the sharp edge is \(g\,kT\,C\), where

\[
C=\int_0^1\frac{1-e^{-u}}{u}\,du-\int_1^\infty\frac{e^{-u}}{u}\,du .
\tag{2}
\]

A sharp edge that holds the right charge must therefore sit at \(E_d+C\,kT\).

**Identifying \(C\).** Euler's constant is defined by \(\gamma=\lim_{n\to\infty}(H_n-\ln n)\), with \(H_n=\sum_{j=1}^n1/j\). The finite geometric sum gives

\[
H_n=\int_0^1(1+v+\dots+v^{n-1})\,dv=\int_0^1\frac{1-v^n}{1-v}\,dv .
\]

Put \(v=1-u/n\). Then \(1-v=u/n\) and \(dv=-du/n\), so the factors of \(n\) cancel:

\[
H_n=\int_0^n\frac{1-(1-u/n)^n}{u}\,du .
\]

Subtract \(\ln n=\int_1^n du/u\). On the interval from 1 to \(n\) the term \(1/u\) drops out, leaving

\[
H_n-\ln n=\int_0^1\frac{1-(1-u/n)^n}{u}\,du-\int_1^n\frac{(1-u/n)^n}{u}\,du .
\]

As \(n\to\infty\), \((1-u/n)^n\to e^{-u}\). The limit may be taken inside the integrals: the first integrand lies between 0 and 1, because \((1-u/n)^n\ge1-u\), and the second is at most \(e^{-u}/u\). The right side becomes (2), hence \(C=\gamma=0.5772\ldots\)

The shift is positive because more charge is missing on the deep side of \(E_d\) than survives on the shallow side.

## The flat band with its edges

Let the band run from \(E_a\) to \(E_b\), and write \(x_a,x_b\) for the values of \(x\) there. Since \(E_b\) is deeper, \(x_b<x_a\). With \(dE=-kT\,dx/x\), the remaining charge, counted in electrons, is

\[
N(t)=g\int_{E_a}^{E_b}e^{-x}\,dE
=g\,kT\int_{x_b}^{x_a}\frac{e^{-x}}{x}\,dx
=g\,kT\,[E_1(x_b)-E_1(x_a)],
\tag{3}
\]

where \(E_1(x)=\int_x^\infty e^{-u}du/u\) is the exponential integral, not an energy.

To extract the logarithm, split \(E_1\) at \(u=1\) and write \(e^{-u}=1-(1-e^{-u})\) in the first part:

\[
E_1(x)=-\ln x-\int_x^1\frac{1-e^{-u}}{u}\,du+\int_1^\infty\frac{e^{-u}}{u}\,du .
\]

Define \(\mathrm{Ein}(x)=\int_0^x(1-e^{-u})\,du/u\). The middle integral equals \(\mathrm{Ein}(1)-\mathrm{Ein}(x)\), and (2) reads \(\gamma=\mathrm{Ein}(1)-E_1(1)\). Thus

\[
E_1(x)=-\gamma-\ln x+\mathrm{Ein}(x).
\]

Apply this at \(x_b\), where \(-\ln x_b=(E_b-E_d)/kT\):

\[
N=g\,[E_b-E_d-\gamma kT]+g\,kT\,[\mathrm{Ein}(x_b)-E_1(x_a)] .
\tag{4}
\]

The first bracket is the shifted-edge law. The second holds the whole effect of the finite band. Because \(0<1-e^{-u}<u\), we have \(0<\mathrm{Ein}(x_b)<x_b\). Because \(1/u<1/x_a\) for \(u>x_a\), we have \(0<E_1(x_a)<e^{-x_a}/x_a\). The error \(\delta N\), true charge minus law, obeys

\[
-\frac{e^{-x_a}}{x_a}<\frac{\delta N}{g\,kT}<x_b .
\tag{5}
\]

The law thus needs \(x_a\gg1\) and \(x_b\ll1\), which is a window in time:

\[
\frac{e^{E_a/kT}}{\nu}\ll t\ll\frac{e^{E_b/kT}}{\nu}.
\]

**Test on limits.** At very early times both \(x\) are small and (3) tends to \(g\,kT\ln(x_a/x_b)=g(E_b-E_a)\), the full initial charge. If instead the band is made very narrow at fixed \(t\), (3) tends to \(g(E_b-E_a)e^{-x}\), the exponential decay of a single depth. Neither limit contains \(\gamma\), and in neither does the shifted-edge law apply.

**Current.** From \(dE_1/dx=-e^{-x}/x\) and \(dx/dt=x/t\),

\[
-\frac{dN}{dt}=\frac{g\,kT}{t}\left(e^{-x_b}-e^{-x_a}\right)\approx\frac{g\,kT}{t}
\]

inside the window. A constant displacement of the edge disappears on differentiation, so neither the \(1/t\) current nor the slope \(dN/d\ln t=-g\,kT\) reveals the shift. It appears when the amount of charge left is turned into an absolute energy.

## Any density of traps

The smearing does not require a flat band. Differentiate (1) with respect to depth:

\[
\frac{\partial f}{\partial E}=p(E-E_d),\qquad
p(E-E_d)=\frac{1}{kT}\exp\!\left(-z-e^{-z}\right).
\]

This is the Gumbel density. It is positive, and its integral is \(f(\infty)-f(-\infty)=1\). Hence

\[
f(E,t)=\int_{-\infty}^{E}p(E'-E_d)\,dE'=\int_{-\infty}^{\infty}\theta(E-E')\,p(E'-E_d)\,dE',
\]

with \(\theta\) the unit step. The true occupancy is an average of sharp edges at \(E'\), weighted by \(p\). Multiply by \(g(E)\), integrate over \(E\), and exchange the integrals, which is allowed since everything is positive:

\[
N(t)=\int p(E'-E_d)\,N_s(E')\,dE',\qquad N_s(E')=\int_{E'}^\infty g(E)\,dE .
\tag{6}
\]

Here \(N_s(E')\) is the charge deeper than \(E'\).

For a slowly varying \(g\) we need the moments of \(p\). With \(u=e^{-z}\), the average of \(e^{sz}\) for \(|s|<1\) is

\[
M(s)=\int_0^\infty u^{-s}e^{-u}\,du=\lim_{n\to\infty}\int_0^n u^{-s}\left(1-\frac un\right)^n du .
\]

Scaling \(u=nv\) and integrating by parts \(n\) times turns the finite-\(n\) integral into

\[
n^{1-s}\int_0^1v^{-s}(1-v)^n\,dv=\frac{n^{1-s}\,n!}{(1-s)(2-s)\cdots(n+1-s)} .
\]

Take the logarithm and pull a factor \(j\) out of each \(j-s\):

\[
\ln M(s)=\lim_{n\to\infty}\left[\ln\frac{n}{n+1}-s\ln n-\sum_{j=1}^{n+1}\ln\!\left(1-\frac sj\right)\right].
\]

Expanding \(-\ln(1-s/j)=s/j+s^2/2j^2+\dots\) and using \(\sum1/j^2=\pi^2/6\),

\[
\ln M(s)=\gamma s+\frac{\pi^2}{6}\,\frac{s^2}{2}+O(s^3).
\]

The coefficients of \(s\) and \(s^2/2\) are the mean and variance of \(z\). The edge therefore has mean \(\bar E=E_d+\gamma kT\), in agreement with the areas found above, and variance \(\pi^2(kT)^2/6\).

Now expand \(N_s(E')\) in (6) about \(\bar E\). The linear term averages to zero because \(\bar E\) is the mean. The quadratic term uses \(N_s''=-g'\), since \(N_s'=-g\):

\[
N(t)\approx N_s(\bar E)-\frac{\pi^2}{12}(kT)^2g'(\bar E).
\tag{7}
\]

For a flat band the correction vanishes and the shifted edge remains. If the density rises with depth, the correction lowers the remaining charge.

**Test on a band that is not flat.** Take a Gaussian density centred at 1.5 eV with standard deviation 0.25 eV, and hold \(\bar E\) at 1.3 eV. When \(kT\) is halved from 4 to 2 meV, the error of (7) against direct integration falls by a factor of 8.48. A purely cubic error would give 8, so the leading error has the expected third order, with some contribution from higher orders.

## Two temperatures

A bake at \(T_1\) for time \(t_1\) leaves the same charge as storage at \(T_2\) for \(t_2\) when both reach the same \(\bar E\). This holds for a flat band inside both time windows:

\[
kT_1[\ln(\nu_1t_1)+\gamma]=kT_2[\ln(\nu_2t_2)+\gamma].
\]

Solving for the second time,

\[
\ln(\nu_2t_2)=\frac{T_1}{T_2}\ln(\nu_1t_1)+\gamma\left(\frac{T_1}{T_2}-1\right).
\]

Equating the sharp levels \(E_d\) gives the first term alone. The shift therefore multiplies the equivalent time by \(\exp[\gamma(T_1/T_2-1)]\). The limit \(T_1=T_2\) gives a factor of one, as it must.

## Numbers for a nitride film

Consider a test capacitor with 40 nm of silicon nitride directly on silicon, covered by 10 nm of blocking oxide. A negative gate bias, initially 2.15 V across the stack, drives emitted electrons to the silicon, where no tunnel oxide stops them. The traps are uniform through the film and flat in energy from 0.8 to 1.8 eV, with \(5\times10^{17}\) cm\(^{-3}\) filled, or \(2\times10^{12}\) cm\(^{-2}\). Take \(\nu=10^{12}\) s\(^{-1}\) at 125 °C and a bake of \(10^4\) s.

With \(kT=0.03431\) eV and \(\ln(\nu t)=36.84\),

\[
E_d=0.03431\times36.84=1.264\ \text{eV},
\]

\[
\gamma kT=0.5772\times0.03431=0.0198\ \text{eV},\qquad \bar E=1.284\ \text{eV}.
\]

The band is 1 eV wide, so the remaining fraction is

\[
\frac{1.8-1.284}{1.0}=0.516,
\]

against 0.536 for the sharp edge at \(E_d\). Direct integration of the occupancy also gives 0.516. So does a random simulation of two million traps, each with its own depth and emission time.

The time window is wide: \(x=1\) is reached at the shallow edge after 0.013 s and at the deep edge after \(6.1\times10^{10}\) s. Well inside this window each decade removes \(kT\ln10/(1\ \text{eV})=0.079\) of the initial charge. The fraction accordingly falls from 0.674 at \(10^2\) s to 0.516 at \(10^4\) s and 0.358 at \(10^6\) s. Near the end of the window the law breaks down. At \(5\times10^{10}\) s, where \(x_b=0.82\), its error is \(0.68\,g\,kT\), within the bound (5). The law itself then predicts \(g\,kT(-\ln0.82-0.577)\), a negative charge.

The flat-band voltage converts charge into something measurable. With zero field at the silicon, the displacement grows linearly through the uniformly charged nitride and then stays constant in the oxide. For charge \(Q\) per area,

\[
\Delta V=\frac{Q}{\varepsilon_0}\left(\frac{d_{\rm ox}}{\varepsilon_{\rm ox}}+\frac{d_{\rm nit}}{2\varepsilon_{\rm nit}}\right).
\]

The relative permittivities 3.9 and 7.5 give 1.893 V initially. After the bake the model leaves \(1.893\times0.516=0.977\) V. The sharp edge at \(E_d\) would give 1.015 V, so the shift is worth 0.04 V. The emission current at \(10^4\) s is \(1.1\times10^{-12}\) A/cm\(^2\). At fixed bias only about a third of this flows in the external circuit, because each electron crosses only part of the stack.

For storage at 55 °C, keep the capture cross-section fixed. The prefactor then varies as \(T^2\), from the product of band density of states (\(T^{3/2}\)) and thermal velocity (\(T^{1/2}\)), and becomes \(6.8\times10^{11}\) s\(^{-1}\). The equivalent time is \(4.3\times10^7\) s, or 1.4 years, compared with \(3.8\times10^7\) s from the sharp levels. The ratio is 1.13 when both use the same \(\nu\). These times neglect the field. If every trap felt the strongest initial field given below, phonon-assisted tunnelling would shorten the equivalent time to about \(3\times10^7\) s, a larger change than that due to the Euler shift.

## What a real film adds

These parameters are rough. The film is much thicker than the storage layer of a memory cell, which limits the fraction emptied by tunnelling. A larger filled-trap density would raise both the field and the retrapping. The prefactor is poorly known, and a tenfold change moves \(E_d\) by 0.079 eV, four times the Euler shift. Indeed \(E_d+\gamma kT=kT\ln(e^\gamma\nu t)\): in the shifted-edge law, a factor of 1.78 in \(\nu\), the same at every temperature, has the same effect as the shift. Inside the time window, charge measurements on a flat band can therefore reveal the shift only if \(\nu\) is known independently. Data that reach the deep band edge escape this limit: there the slope \(-dN/d\ln t=g\,kT\,e^{-x_b}\) fixes \(\nu e^{-E_b/kT}\), and (4) then gives \(\gamma\) from the charge alone.

The field matters as well. It initially runs from 0.20 to 0.68 MV/cm across the nitride. The electrostatics above takes filled traps as negative, so they are neutral when empty and lack the Coulomb attraction behind Poole–Frenkel lowering. Traps that are positive when empty would be neutral when filled, and the field would need another source; at the same strongest field their lowering would be an estimated 0.31 eV, far more than \(\gamma kT\). Phonon-assisted tunnelling also acts like a lowering of the trap depth. At the strongest field the most favourable tunnelling energy alone gives 0.025 eV, and summing over all energies gives about 0.08 eV, four times the shift. Direct tunnelling to the silicon, estimated for traps at \(\bar E\), empties a layer of about 5 nm, or 13 % of the film. Charge next to the silicon weighs most in \(\Delta V\), so such a layer carries 0.18 V of the 0.977 V found above. Allowing for the thinner layer emptied at greater trap depth gives roughly 0.17 V, over four times the effect of \(\gamma kT\), so a measured voltage must be corrected for it before the Euler shift can be seen. Retrapping during the sweep has a probability of about 4 % if electrons drift at \(10^6\) cm/s and the only empty traps are those the bake has emptied. At \(10^5\) cm/s it would be near 30 %, and in a film with \(10^{19}\) cm\(^{-3}\) empty traps most electrons would be retrapped at either speed, so free escape would fail. Holes emitted from the silicon over an assumed barrier of 1.8 eV amount to roughly 0.1 % of the initial trapped charge. This figure is very uncertain: a barrier 0.1 eV lower would raise it about eighteenfold, and tunnelling through the barrier can double it.

The assumption that fails in a finished cell is free escape. For a 6 nm nitride behind a 4 nm tunnel oxide, with a band step of 1.05 eV, no field in that oxide and the same density of empty traps, the escape rate of an emitted electron is about \(10^{-10}\) of its recapture rate for a tunnelling mass of \(0.5\,m_e\) in the oxide, and about \(10^{-9}\) for \(0.42\,m_e\). Emission then no longer means loss, and neither the 1.4 years nor the Gumbel edge may be carried over to such a cell. The numerical output below lists the main parameters used in these estimates.

## Computed results

```
Trap band: 0.8 to 1.8 eV; nu = 1.0e+12 1/s
Temperature = 398.15 K; time = 1.0e+04 s
Filled traps = 5.0e+17 cm^-3 = 2.00e+12 cm^-2
Nitride 40.0 nm (eps 7.5); oxide 10.0 nm (eps 3.9)
kT = 0.03431 eV; ln(nu t) = 36.8414
Sharp demarcation energy E_d = 1.2640 eV
Shift / kT from quadrature = 0.57721566
Euler constant from harmonic sum = 0.57721566
Shift gamma kT = 0.01980 eV; exp(gamma) = 1.7811
Shifted edge = 1.2838 eV
Occupancy at E_d -2 kT = 0.00062
Occupancy at E_d -1 kT = 0.06599
Occupancy at E_d +0 kT = 0.36788
Occupancy at E_d +1 kT = 0.69220
Occupancy at E_d +2 kT = 0.87342
Occupancy at E_d +4 kT = 0.98185
Half-filled level = E_d + 0.3665 kT
10-90 % width = 3.0844 kT = 0.1058 eV
Standard deviation of edge = 0.0440 eV
Remaining fraction, sharp edge at E_d = 0.53598
Remaining fraction, shifted edge = 0.51617
Remaining fraction, quadrature = 0.51617
Remaining fraction, random emission = 0.5162
Remaining fraction at 1e+02 s = 0.67417
Remaining fraction at 1e+06 s = 0.35817
Loss per decade of time = 0.07900 of charge
Time with x=1 at shallow edge = 1.338e-02 s
Time with x=1 at deep edge = 6.087e+10 s
Law error at 5e10 s = 0.679 kT (x_b = 0.821)
Gaussian density: error ratio on halving kT = 8.48
Initial flat-band shift = 1.8930 V
Flat-band shift left: sharp 1.0146 V, true 0.9771 V
Emission current at 1e+04 s = 1.099e-12 A/cm2
Use temperature = 328.15 K; nu there = 6.793e+11 1/s
Equivalent use time: sharp 3.811e+07 s, true 4.310e+07 s
True use time = 1.367 years; factor 1.1310
Initial nitride field = 0.20 to 0.683 MV/cm
Initial voltage across stack = 2.150 V (gate negative)
Mass = 0.5 m_e; Nc = 1.356e+19 cm^-3; v_th = 1.753e+07 cm/s
Capture cross-section = 4.205e-15 cm2; drift = 1e+06 cm/s
Retrapping probability in sweep = 0.0357
Tunnel-emptied layer = 5.14 nm = 0.128 of film (attempts 1e+13 1/s)
Poole-Frenkel lowering if Coulombic = 0.314 eV (optical eps 4.0)
Phonon-assisted tunnelling shift, largest = 0.0251 eV
Injected holes / trapped electrons = 9.42e-04 (step 1.8 eV)
Tenfold change of nu moves E_d by 0.0790 eV
Cell, 4.0 nm tunnel oxide, step 1.05 eV, nitride 6.0 nm:
  escape rate / recapture rate = 1.5e-10
```
